# Conjointness and the B88 Factor: Two Proofs of a Kinetic-Energy Conflict

In the finite Gaussian basis used below, the nonrelativistic Hartree–Fock determinant of the antimony atom has a kinetic energy of 6313.2 hartree. If the B88 exchange enhancement factor is inserted, unchanged, into a kinetic energy functional, the same spin densities give 6327.0 hartree, an error of +0.22 % relative to the determinant. Yet the leading gradient coefficient of that factor is 1.48 times the value required for a slowly varying electron gas. The factor also falls below a rigorous kinetic energy limit once the density varies rapidly. How can it do so well for the atom, and can better parameters cure both faults?

## The hypothesis and the quantities compared

Atomic units are used. $T_s$ is the noninteracting kinetic energy and $\rho_\sigma$ a spin density. The conjointness hypothesis of Lee, Lee and Parr states that, with

$$x_\sigma=\frac{|\nabla\rho_\sigma|}{\rho_\sigma^{4/3}},$$

the two functionals

$$T_s\approx 2^{2/3}C_F\sum_\sigma\int\rho_\sigma^{5/3}F_T(x_\sigma)\,d^3r,$$

$$E_x\approx -A\sum_\sigma\int\rho_\sigma^{4/3}F_X(x_\sigma)\,d^3r$$

can be given nearly the same enhancement factor, $F_T\approx F_X$. The constants are $C_F=\tfrac{3}{10}(3\pi^2)^{2/3}$ and $A=\tfrac32(3/4\pi)^{1/3}$. The hypothesis is an approximation, not an identity.

The factor $2^{2/3}$ comes from spin scaling. $T_s$ is a sum over spins, and an unpolarized system of density $2\rho_\sigma$ contains two copies of the channel $\rho_\sigma$. One channel therefore contributes $\tfrac12T_s[2\rho_\sigma]$, and $\tfrac12(2\rho_\sigma)^{5/3}=2^{2/3}\rho_\sigma^{5/3}$. Exchange acts between equal spins and scales in the same way.

The B88 factor is

$$F(x)=1+\frac{\beta}{A}\,\frac{x^2}{1+6\beta x\,\mathrm{arcsinh}\,x},\qquad \beta=0.0042 .$$

Kinetic gradient expansions are usually written in terms of

$$p=s^2=\frac{|\nabla\rho|^2}{4(3\pi^2)^{2/3}\rho^{8/3}} .$$

For equal spins $\rho_\sigma=\rho/2$, so $x=2^{1/3}|\nabla\rho|/\rho^{4/3}=2(6\pi^2)^{1/3}s=7.796\,s$. The B88 factor thus belongs to the family

$$F=1+\frac{a\,p}{1+c\,s\,\mathrm{arcsinh}(bs)},\qquad b,c\ge 0, \tag{1}$$

with slope

$$a=4(6\pi^2)^{2/3}\frac{\beta}{A}=0.2743 .$$

To translate a slope into an energy, multiply $p$ by the Thomas–Fermi energy density:

$$C_F\rho^{5/3}p=\frac{3}{10}\cdot\frac14\,\frac{|\nabla\rho|^2}{\rho}=\frac35\,\frac{|\nabla\rho|^2}{8\rho}. \tag{2}$$

The last fraction is the von Weizsäcker energy density, whose integral is $T_W$. A term $ap$ in $F$ therefore contributes $\lambda T_W$ with

$$\lambda=\frac{3a}{5}.$$

The full von Weizsäcker energy, $\lambda=1$, corresponds to the factor $5p/3$. The expansion $1+5p/27$ corresponds to $\lambda=1/9$. B88 has $\lambda=0.1646$.

The result to be derived is this: no choice of $a,b,c$ in (1) gives both the slow-variation slope $5/27$ and the von Weizsäcker limit.

## First derivation: response of the uniform gas

Take a uniform, unpolarized gas of density $\rho_0=k_F^3/3\pi^2$ and impose a weak density wave $\delta\cos(\mathbf q\cdot\mathbf r)$. The first-order energy change averages to zero. To second order, the change per volume is

$$\frac{\Delta T}{V}=\frac12K(q)\,\delta^2\,\langle\cos^2\rangle=\frac{K(q)\,\delta^2}{4},$$

where $K$ is the Fourier transform of the second functional derivative of $T_s$.

**The exact response.** Minimizing $T_s[\rho]+\int v\rho$ at fixed electron number gives $\delta T_s/\delta\rho=\mu-v$. A further derivative gives $K=-1/\chi_0$, where $\chi_0$ is the density response to $v$ of noninteracting electrons.

Let the potential be $v_qe^{i\mathbf q\cdot\mathbf r}$ plus its complex conjugate. First-order perturbation theory mixes into the plane wave $\mathbf k$ the waves $\mathbf k\pm\mathbf q$, with amplitudes proportional to $1/(\varepsilon_k-\varepsilon_{\mathbf k\pm\mathbf q})$. Both contribute to the density component $e^{i\mathbf q\cdot\mathbf r}$, and equally so after the sum over $\mathbf k$, because $\mathbf k\to-\mathbf k$ exchanges them. With two spins and $\varepsilon_k=k^2/2$,

$$\chi_0=-4\,\mathrm P\!\!\int_{k<k_F}\frac{d^3k}{(2\pi)^3}\,\frac{1}{\mathbf k\cdot\mathbf q+q^2/2}.$$

The principal value is appropriate because mixing between two occupied states cancels in pairs.

Let $t$ be the component of $\mathbf k$ along $\mathbf q$ in units of $k_F$, and let $\eta=q/2k_F$. The perpendicular integration gives a disc of area $\pi k_F^2(1-t^2)$. Hence

$$\chi_0=-\frac{k_F}{\pi^2}f(\eta),\qquad f=\frac{1}{4\eta}\,\mathrm P\!\!\int_{-1}^{1}\frac{1-t^2}{t+\eta}\,dt .$$

Write $1-t^2=(1-\eta^2)-(t+\eta)(t-\eta)$. The first part gives a logarithm, and the second gives $-\int_{-1}^1(t-\eta)\,dt=2\eta$. Therefore

$$f=\frac12+\frac{1-\eta^2}{4\eta}\ln\left|\frac{1+\eta}{1-\eta}\right|,\qquad K=\frac{\pi^2}{k_F}\frac1f .$$

For small $\eta$ the logarithm is $2(\eta+\eta^3/3+\dots)$, so

$$f=\frac12+\frac12(1-\eta^2)\left(1+\frac{\eta^2}{3}\right)+\dots=1-\frac{\eta^2}{3}+\dots,$$

and $1/f=1+\eta^2/3+\dots$. For large $\eta$ the logarithm is $2(\eta^{-1}+\eta^{-3}/3+\dots)$, so

$$f=\frac12+\frac12\left(\frac1{\eta^2}-1\right)\left(1+\frac1{3\eta^2}\right)+\dots=\frac1{3\eta^2}+\dots,$$

and $1/f\to3\eta^2$.

**The response of the model.** The second derivative of $C_F\rho^{5/3}$ is

$$\frac{10}{9}C_F\rho_0^{-1/3}=\frac13(3\pi^2)^{2/3}\rho_0^{-1/3}=\frac{\pi^2}{k_F}.$$

This agrees with $1/f=1$ at $\eta=0$. For a term $\lambda|\nabla\rho|^2/(8\rho)$, the squared gradient averages to $q^2\delta^2/2$. The energy per volume is $\lambda q^2\delta^2/(16\rho_0)$, and comparison with $K\delta^2/4$ gives

$$K_\lambda=\frac{\lambda q^2}{4\rho_0}=\frac{\lambda\,(4\eta^2k_F^2)(3\pi^2)}{4k_F^3}=\frac{\pi^2}{k_F}\,3\lambda\eta^2 .$$

In (1) the denominator differs from one by a term of order $s^2$. Since $p$ is itself of order $\delta^2$, the damping constants $b$ and $c$ drop out at this order. Every member of the family has

$$K_{\rm model}=\frac{\pi^2}{k_F}\left(1+\frac{9a}{5}\eta^2\right). \tag{3}$$

**The conflict.** For slow variation, (3) must match $1+\eta^2/3$, hence $a=5/27$ and $\lambda=1/9$. This fixes the gradient expansion at second order. By dimensions the possible terms are $|\nabla\rho|^2/\rho$ and $\nabla^2\rho$, and the latter integrates to zero when there is no boundary flux. For rapid variation, (3) must match $3\eta^2$, the von Weizsäcker response, hence $a=5/3$. One number cannot be both.

The size of the failure can be read from $K$ in units of $\pi^2/k_F$. At $\eta=0.5$ the exact value is 1.097, the $5p/27$ expansion gives 1.083 and B88 gives 1.123. At $\eta=2$ they are 11.36, 2.33 and 2.97. The larger B88 slope helps a little at short wavelength, but leaves most of the response missing.

## Second derivation: two electrons in one orbital

This argument uses a lower bound on $T_s$ instead of the short-wavelength response. For occupied orbitals $\phi_i$, counted with spin, let $\tau=\tfrac12\sum_i|\nabla\phi_i|^2$. Since $\rho=\sum_i|\phi_i|^2$, the Cauchy–Schwarz inequality gives

$$|\nabla\rho|\le2\sum_i|\phi_i||\nabla\phi_i|\le2\sqrt{\rho}\,\sqrt{2\tau}.$$

Squaring and dividing by $8\rho$,

$$\tau\ge\frac{|\nabla\rho|^2}{8\rho},\qquad T_s\ge T_W. \tag{4}$$

For two electrons of opposite spin the bound is reached. Put both in $\phi=\sqrt{\rho/2}$. Then $\nabla\phi=\nabla\rho/(2\sqrt{2\rho})$, and the kinetic energy is $2\cdot\frac12\int|\nabla\phi|^2=\int|\nabla\rho|^2/(8\rho)$. As $T_s$ is the minimum over determinants with the given density, $T_s=T_W$.

**Why a pointwise comparison is not enough.** The B88 factor equals $5p/3$ at $s=0.824$ and lies below it at larger $s$. At $s=2$, for example, $F=1.47$ while $5p/3=6.67$. For large $x$, $\mathrm{arcsinh}\,x\to\ln 2x$, so

$$F\to\frac{x}{6A\ln 2x},$$

which grows far more slowly than $p$. But a kinetic energy density may be altered by a divergence, such as a multiple of $\nabla^2\rho$, without changing the total energy. A local crossing therefore does not by itself show that the integrated functional violates (4).

**An integrated bound.** The denominator in (1) is at least one, so for $a\ge0$ we have $F\le1+ap$. Multiplying by $C_F\rho^{5/3}$, integrating and using (2),

$$T_{\rm model}\le T_{TF}+\frac{3a}{5}T_W, \tag{5}$$

where $T_{TF}=C_F\int\rho^{5/3}$. It remains to find a density for which $T_{TF}$ is small but $T_W$ is not.

Start from a two-electron density $\rho_1$. Place $M$ copies of $\rho_1/M$ so far apart that their overlap is negligible. The total is still two electrons in one orbital, now spread over $M$ lumps. The von Weizsäcker density is linear in the amplitude of $\rho$, so the sum over lumps gives $M\cdot M^{-1}=1$ times the original $T_W$. The Thomas–Fermi energy becomes $M\cdot M^{-5/3}=M^{-2/3}$ times its original value. Thus

$$T_{\rm model}\le M^{-2/3}T_{TF}[\rho_1]+\frac{3a}{5}T_W,\qquad T_s=T_W .$$

If $a<5/3$, the right-hand side drops below $T_W$ for large enough $M$. The von Weizsäcker limit therefore requires $a\ge5/3$, which excludes $a=5/27$. This is the same conflict as before.

For a concrete case take $\rho_1=(2\zeta^3/\pi)e^{-2\zeta r}$ with $\zeta=1$ bohr$^{-1}$. Then $T_s=T_W=1$ hartree and $T_{TF}[\rho_1]=0.918$ hartree. For B88, (5) guarantees a violation when $M^{2/3}>0.918/(1-0.1646)=1.10$, so two lumps suffice. The computed energies, in hartree, are:

| $M$ | $T_s$ | Thomas–Fermi | B88 |
|---:|---:|---:|---:|
| 1 | 1.000 | 0.918 | 1.023 |
| 8 | 1.000 | 0.229 | 0.301 |
| 64 | 1.000 | 0.057 | 0.099 |

For a single compact lump B88 is 2.3 % too high. For eight lumps it recovers less than a third of the kinetic energy. The failure is one of total energy and cannot be removed by adding a divergence.

The condition $a\ge5/3$ is necessary but not sufficient. In each lump $|\nabla\rho|=2\rho$, so $s=(3\pi^2\rho)^{-1/3}\ge s_0=(M/6\pi)^{1/3}$. The gradient term of (1) is then at most $\tfrac{3a}{5}T_W/[1+cs_0\,\mathrm{arcsinh}(bs_0)]$, which tends to zero as $M$ grows whenever $b,c>0$. With any damping, every slope $a$ eventually violates (4). With the B88 values of $b$ and $c$, even $a=5/3$ recovers only 0.66 of $T_s$ at $M=8$.

## What each derivation assumes

Both derivations take the slope $5/27$ from the long-wavelength response. They differ in how they obtain the opposing requirement.

The first assumes a weak perturbation of an extended gas and a factor that is regular in $p$ near zero. It makes no use of the sign or strength of the damping, since (3) does not contain it. It demands the equality $a=5/3$ and shows how the error develops with wavelength. It does not show that (4) is violated: the gas has a large Thomas–Fermi energy before the wave is applied, and a poor second-order change is compatible with a total above $T_W$.

The second allows variations of any strength and needs no response theory for the von Weizsäcker part. It relies on nonnegative damping, through $F\le1+ap$, and on densities with one spatial orbital. It gives the necessary condition $a\ge5/3$, which is enough for the conflict, shows that with $b,c>0$ no slope suffices, and exhibits densities whose total energy is too low. The case $bc<0$, where the denominator of (1) vanishes at a finite $s$, and factors with a different dependence on $s$ lie outside this proof. A factor that starts as $1+5p/27$ and later rises to $5p/3$ is not excluded by it. The first derivation does exclude the short-wavelength linear response for such a factor too, if it is regular at $p=0$, because that response depends on the initial slope alone.

## Why antimony comes out well

The antimony calculation is an all-electron unrestricted Hartree–Fock calculation for the $5p^3$ quartet in a finite Gaussian basis. It omits relativity and correlation. The even-tempered basis (21s15p10d) is not converged to all digits quoted. A larger one (32s25p17d) raises the kinetic energy of the determinant by 0.26 hartree and the Thomas–Fermi, von Weizsäcker and B88 kinetic energies by 0.6 to 0.7 hartree, and it makes both exchange energies more negative by 0.03 hartree. The B88 kinetic error moves from +0.219 % to +0.225 %, the second-order error from $-0.66$ % to $-0.65$ %, and the required gradient correction from 331.4 to 331.0 hartree. The ratios $0.127$ and $0.132$ below are unchanged. Its kinetic energy belongs to the determinant and is an upper bound to $T_s$ for the same spin densities.

Here $T_W$ means the spin-summed value $\sum_\sigma\int|\nabla\rho_\sigma|^2/(8\rho_\sigma)$, which is 2607.9 hartree. The Thomas–Fermi energy is 5981.9 hartree, 5.2 % below the determinant. The gradient correction needed to reach the determinant is

$$6313.23-5981.85\approx331.4\ \text{hartree},$$

or $0.127\,T_W$. The second-order expansion supplies $T_W/9=289.8$ hartree, leaving an error of $-0.66$ %.

Without its damping denominator, B88 would supply $0.1646\times2607.9=429$ hartree, about 98 hartree too much. With the denominator it supplies

$$6327.05-5981.85\approx345.2\ \text{hartree},$$

or $0.132\,T_W$. The damping thus removes 84 hartree and cancels most of the excess due to the steep initial slope. This compensation accounts for the small total error. It does not mean that the functional satisfies either limit; the atom simply does not test them. The integrated bound (4) holds here by a wide margin, since $T_W$ is less than half of the total, even though some four to five of the 51 electrons lie where the B88 factor is below $5p/3$ for their spin channel.

The LLP kinetic functional has the same form, with 0.0044188 in place of $\beta/A$ and 0.0253 in place of $6\beta$. The slope becomes 0.2685, still far above $5/27=0.1852$, and the antimony error becomes +0.10 %. Matching $5/27$ would require $\beta=0.00284$ if $A$ is kept, and by the result above it would not restore the von Weizsäcker limit. It would also change the antimony error to $-1.3$ %.

## How far conjointness can hold

For the same antimony determinant, B88 gives an exchange energy of $-163.77$ hartree against $-163.81$ hartree, an error in magnitude of $-0.02$ %. One factor therefore serves both energies well in this atom. The lump densities show that this cannot be general.

For two electrons in one orbital, each spin density is $\rho/2$, and

$$E_x=-\frac14\iint\frac{\rho(\mathbf r)\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.$$

At infinite separation the terms between lumps vanish; at a finite distance $R$ they decay only as $1/R$. The remaining $M$ terms each scale as $M^{-2}$, so $E_x\propto M^{-1}$. The local density value, with $F_X=1$, scales as $M\cdot M^{-4/3}=M^{-1/3}$. The ratio of exact to local exchange therefore falls as $M^{-2/3}$, while $T_s/T_{TF}$ rises as $M^{2/3}$. At $M=8$ the two ratios are 0.29 and 4.36.

A factor that is nowhere below one, as in (1) with $a\ge0$, cannot give an exchange ratio below one. The kinetic energy of the same density requires an average factor well above one. Conjointness with such a factor thus works well for the antimony atom computed here, and it fails when the orbital of each spin is spread over distant regions. For stretched H$_2$ this is the spin-restricted determinant. In the spin-polarized solution each spin sits on one atom, and the B88 kinetic error returns to the single-lump value of about $+2.3$ %. The numerical check evaluates the integral for $f$ by quadrature rather than from its closed form or series, obtains the B88 response from an explicit density wave, and integrates the lump and atomic energies numerically.

## Calculated quantities

```
C_F = 2.871234, A = 0.930526 (a.u.)
x/s = 7.79555; B88 beta = 0.0042
slope in p: exact 5/27 = 0.18519
slope in p: B88 0.27429, LLP 0.26853
B88 slope / (5/27) = 1.4812
B88 lambda = 3a/5 = 0.16458; exact slow limit 0.11111
beta needed for 5/27 = 0.002836
(1/f - 1)/eta^2 at eta=0.05: 0.33378
(1/f)/(3 eta^2) at eta=20: 0.99950
eta=0.5: exact 1/f 1.0965, GE2 1.0833, B88 1.1234
eta=2.0: exact 1/f 11.3610, GE2 2.3333, B88 2.9749
s where factor = 5p/3: B88 0.82402, GE2 0.82158
s=0.5: F_B88 1.0570, 1+5p/27 1.0463, 5p/3 0.4167
s=1.0: F_B88 1.1781, 1+5p/27 1.1852, 5p/3 1.6667
s=2.0: F_B88 1.4665, 1+5p/27 1.7407, 5p/3 6.6667
s=5.0: F_B88 2.2990, 1+5p/27 5.6296, 5p/3 41.6667
lumps: zeta = 1 bohr^-1, 2 electrons, energies in hartree
M=1: T_s 1.00000, TF 0.91792, B88 1.02260
  T_s/TF 1.0894, Ex/LDA 1.1659
M=8: T_s 1.00000, TF 0.22948, B88 0.30098
  T_s/TF 4.3577, Ex/LDA 0.2915
M=64: T_s 1.00000, TF 0.05737, B88 0.09915
  T_s/TF 17.4307, Ex/LDA 0.0729
Sb UHF: 116 basis functions, 51.00000 electrons
Sb total energy -6313.362 hartree
Sb -E/T = 1.0000205
Sb T of determinant 6313.232 hartree
Sb T_W (spin-summed) 2607.948 hartree
Sb T TF: 5981.852 hartree, error -5.249 %
Sb T GE2: 6271.624 hartree, error -0.659 %
Sb T B88: 6327.046 hartree, error +0.219 %
Sb T LLP: 6319.539 hartree, error +0.100 %
Sb (T - TF)/T_W: determinant 0.12707
Sb (T - TF)/T_W: B88 0.13236
Sb (T - TF)/T_W: LLP 0.12948
Sb exchange of determinant -163.813 hartree
Sb Ex LDA: -155.846 hartree, error -4.864 %
Sb Ex B88: -163.773 hartree, error -0.025 %
Sb electrons where F_B88 < 5p/3: 4.714
```
